# The Grating Pitch Free of Odd Phase under Balanced Coma

**Common data.** A projection lens of numerical aperture NA images a mirror-symmetric grating at wavelength \(\lambda\) in air. One coherent plane wave lights the mask along the optical axis. All lengths refer to the image side, where the grating has pitch \(p\) and \(x\) runs along its direction of periodicity. The pupil radius \(\rho\) is scaled to 1 at the edge, and \(\theta\) is measured from the axis of the coma. A wavefront error \(W\), in waves, multiplies the pupil field by \(e^{2\pi iW}\), and diffraction order \(m\) reaches the image as \(a_m e^{2\pi i m x/p}\), with \(a_{-m}=a_m\) real. Scalar imaging is assumed until part (e).

## Part (a): balancing the coma

**Question.** Primary coma varies as \(\rho^3\cos\theta\). A tilt \(t\rho\cos\theta\) is added to it. Find the \(t\) that minimises the wavefront variance over the pupil. Scale the result so that its value on the coma axis at the pupil edge is \(C\), and find its rms value.

**Model answer.** The mean of the wavefront over the disc vanishes because \(\cos\theta\) averages to zero. The variance is therefore the mean square:

\[
V(t)=\frac1\pi\int_0^{2\pi}\cos^2\theta\,d\theta\int_0^1(\rho^3+t\rho)^2\rho\,d\rho .
\]

The angular integral is \(\pi\) and cancels the prefactor. Expanding the square gives

\[
V(t)=\int_0^1(\rho^7+2t\rho^5+t^2\rho^3)\,d\rho=\frac18+\frac t3+\frac{t^2}{4}.
\]

The condition \(V'(t)=\tfrac13+\tfrac t2=0\) gives \(t=-\tfrac23\). This is a minimum, since \(V''=\tfrac12>0\). At the edge, \(\rho^3-\tfrac23\rho\) equals \(\tfrac13\), so scaling to \(C\) requires a factor \(3C\):

\[
W(\rho,\theta)=C(3\rho^3-2\rho)\cos\theta .
\]

The minimum variance is \(V(-\tfrac23)=\tfrac18-\tfrac29+\tfrac19=\tfrac1{72}\). Multiplication by \((3C)^2\) gives \(C^2/8\), so the rms value is \(|C|/\sqrt8\).

The tilt does not remove the aberration. It chooses the image origin for which the remaining wavefront is smallest in the rms sense, and this choice matters in part (c).

## Part (b): the pitch without odd phase

**Question.** The odd phase of the first orders is half the difference between the phases of orders \(+1\) and \(-1\). Find it for a grating whose direction makes an angle \(\alpha\) with the coma axis. Hence find every finite pitch, among those whose first orders pass the lens, at which it vanishes. State the conditions.

**Model answer.** For normal incidence, the grating equation on the image side is \(\sin\vartheta_m=m\lambda/p\). The pupil coordinate is proportional to \(\sin\vartheta\), and the edge corresponds to \(\sin\vartheta=\mathrm{NA}\). The first orders therefore lie at opposite pupil points of radius

\[
\rho=\frac{\lambda}{p\,\mathrm{NA}} .
\]

They pass if \(\rho\le1\), that is, if \(p\ge\lambda/\mathrm{NA}\). Order \(+1\) has \(\theta=\alpha\) and order \(-1\) has \(\theta=\alpha+\pi\). The cosine changes sign between them, so their phases are \(+\varphi\) and \(-\varphi\), with

\[
\varphi=2\pi C\,(3\rho^3-2\rho)\cos\alpha
=2\pi C\,\rho\,(3\rho^2-2)\cos\alpha .
\]

Half the difference is \(\varphi\) itself. The zero order passes through \(\rho=0\), where \(W=0\), and acquires no phase.

Suppose that \(C\ne0\) and \(\cos\alpha\ne0\). A finite pitch has \(\rho>0\), so the last bracket must vanish. This gives \(\rho^2=\tfrac23\), whose one positive root \(\rho_0=\sqrt{2/3}=0.8165\) lies inside the pupil. There is thus one such pitch:

\[
p_0=\frac{\lambda}{\rho_0\,\mathrm{NA}}
=\sqrt{\frac32}\,\frac{\lambda}{\mathrm{NA}}
=1.225\,\frac{\lambda}{\mathrm{NA}} .
\]

The coefficient is rounded to four figures. The size and sign of \(C\) do not affect the pitch, and neither does the normalisation of the Zernike term. For \(|C\cos\alpha|\ge1\) wave, \(|\varphi|\) also reaches \(2\pi\) at other pitches, where the image is shifted by a whole period and appears undisplaced; this does not occur for small coma. If the grating direction is perpendicular to the coma axis, \(\cos\alpha=0\) and the odd phase vanishes at every pitch.

At \(p_0\), the cubic phase and the balancing tilt are equal and opposite at the first orders. Nearer the pupil edge the cubic term is the larger; nearer the centre the tilt is.

## Part (c): what the phase does to the image

**Question.** For \(\lambda/\mathrm{NA}\le p<2\lambda/\mathrm{NA}\), find how coma displaces the image. Examine the limit of long pitch, the effect of omitting the balancing tilt, and the effect of defocus.

**Model answer.** In this range the second orders would have \(\rho>1\), so three beams form the image:

\[
E(x)=a_0+a_1e^{i(2\pi x/p+\varphi)}+a_1e^{-i(2\pi x/p+\varphi)}
=a_0+2a_1\cos\!\left(\frac{2\pi x}{p}+\varphi\right).
\]

Coma enters through the argument of the cosine, so the whole intensity pattern moves rigidly. Its centre, originally at \(x=0\), moves to the point where the argument is zero:

\[
\Delta x=-\frac{\varphi p}{2\pi}
=-C\,p\rho\,(3\rho^2-2)\cos\alpha
=-C\frac{\lambda}{\mathrm{NA}}(3\rho^2-2)\cos\alpha .
\]

The last step uses \(p\rho=\lambda/\mathrm{NA}\). For \(C\cos\alpha>0\), the image moves towards negative \(x\) below \(p_0\) and towards positive \(x\) above it. Reversing the sign convention for \(W\) reverses these directions but leaves \(p_0\) unchanged.

**Long pitch.** As \(p\to\infty\), \(\rho\to0\) and the phase \(\varphi\) vanishes. The displacement given by the first-order phase does not: it tends to \(+2C(\lambda/\mathrm{NA})\cos\alpha\), because a small phase is multiplied by a long pitch. Beyond \(p=2\lambda/\mathrm{NA}\), higher orders can also pass. The formula for \(\varphi\) still holds there, but those orders carry phases of their own, and the image need not move rigidly.

**No balancing tilt.** For \(W=3C\rho^3\cos\theta\), the same steps give \(\Delta x=-3C(\lambda/\mathrm{NA})\rho^2\cos\alpha\), which has no zero at finite pitch. More generally, an added tilt \(T\rho\cos\theta\) contributes \(-T(\lambda/\mathrm{NA})\cos\alpha\), the same displacement at every pitch. The null at \(p_0\) therefore belongs to the frame in which the Zernike tilt coefficient is zero. Differences in displacement between two pitches do not depend on that choice.

**Defocus.** Defocus gives both first orders the same phase \(D\) relative to the zero order. With \(\psi=2\pi x/p+\varphi\), the field is \(a_0+2a_1e^{iD}\cos\psi\), and

\[
I=a_0^2+4a_0a_1\cos D\,\cos\psi+4a_1^2\cos^2\psi .
\]

The intensity remains symmetric about \(\psi=0\), so its centre does not move. The fundamental harmonic is multiplied by \(\cos D\). If \(\cos D\) becomes negative, the bright and dark parts of this harmonic are exchanged, although the symmetry remains.

## Part (d): a numerical case

**Question.** Take \(\lambda=193\) nm, \(\mathrm{NA}=0.85\), \(C=0.010\) waves and \(\alpha=0\), with equal lines and spaces. Find \(p_0\), the displacement at pitches of 230, 340 and 450 nm, and the sensitivity to a small pitch error at \(p_0\).

**Model answer.** The length scale is \(\lambda/\mathrm{NA}=193/0.85=227.06\) nm. Hence

\[
p_0=1.22474\times227.06\ \text{nm}=278.1\ \text{nm}=0.2781\ \mu\text{m}.
\]

The second orders would lie at \(\rho=1.633\) and are blocked. At 340 nm, \(\rho=227.06/340=0.6678\), and

\[
\Delta x=-0.010\times227.06\,(3\times0.6678^2-2)\ \text{nm}=+1.50\ \text{nm}.
\]

The other pitches follow in the same way, with \(C\) held fixed:

| \(p\) (nm) | \(\rho\) | \(\varphi\) (rad) | \(\Delta x\) (nm) |
|---|---|---|---|
| 230 | 0.987 | +0.0573 | −2.10 |
| 278.1 | 0.816 | 0 | 0 |
| 340 | 0.668 | −0.0278 | +1.50 |
| 450 | 0.505 | −0.0392 | +2.81 |

Two gratings at 230 and 450 nm are thus displaced relative to each other by 4.9 nm, although the rms coma is only 0.0035 waves.

For the sensitivity, \(\rho=\lambda/(p\,\mathrm{NA})\) gives \(d\rho/dp=-\rho/p\). Therefore

\[
\frac{d\Delta x}{dp}
=-C\frac{\lambda}{\mathrm{NA}}\,6\rho\left(-\frac{\rho}{p}\right)
=6C\rho^3 ,
\]

where \(\lambda/(p\,\mathrm{NA})=\rho\) was used again. At the null, \(\rho_0^2=\tfrac23\) turns this into \(4C\rho_0=0.0327\). A pitch error of 1 nm displaces the image by about 0.03 nm.

As a test, images were computed from the Fourier coefficients of the mask and the pupil function. The pitch at which the fundamental harmonic of the intensity had no displacement was then found numerically. It was 278.089 nm, in agreement with the formula.

## Part (e): a real source and a real lens

**Question.** The source is now a uniform incoherent disc of radius \(\sigma\) in pupil units, centred on the axis. For small \(C\), \(\alpha=0\) and no clipped first orders, find the displacement of the fundamental harmonic and the new null. Then assess the model of part (d) for a real exposure tool.

**Model answer.** A source point \((s_x,s_y)\) moves the three orders to \((s_x,s_y)\) and \((s_x\pm\rho,s_y)\). Let their phases be \(\Phi_0\) and \(\Phi_\pm\). Interference of the zero order with each first order gives the coefficient of \(e^{2\pi ix/p}\) in the intensity:

\[
a_0a_1\left[e^{i(\Phi_+-\Phi_0)}+e^{i(\Phi_0-\Phi_-)}\right]
=2a_0a_1\cos\!\left(\frac{\Phi_++\Phi_-}{2}-\Phi_0\right)e^{i(\Phi_+-\Phi_-)/2}.
\]

To first order in \(C\) the cosine is 1, so the phase of the summed harmonic is the source average of \((\Phi_+-\Phi_-)/2\). In Cartesian pupil coordinates, \(W=C(3x^3+3xy^2-2x)\), and

\[
\frac{\Phi_+-\Phi_-}{2}
=2\pi C\left[3(\rho^3+3s_x^2\rho)+3s_y^2\rho-2\rho\right]
=2\pi C\rho\,(3\rho^2-2+9s_x^2+3s_y^2).
\]

For a uniform disc \(\langle s_x^2\rangle=\langle s_y^2\rangle=\sigma^2/4\), so the last two terms average to \(3\sigma^2\). Multiplication by \(-p/2\pi\) gives

\[
\Delta x=-C\frac{\lambda}{\mathrm{NA}}(3\rho^2-2+3\sigma^2),
\qquad
\rho_{\text{null}}^2=\frac23-\sigma^2 ,
\]

provided that \(\rho+\sigma\le1\). Second orders add nothing to this harmonic for equal lines and spaces, because \(a_2=0\). For another grating they must be blocked at every source point, which requires \(2\rho-\sigma>1\). For \(\sigma=0.1\), the displacement at the old null is \(-0.010\times227.06\times0.03=-0.068\) nm, and the null moves to 280.2 nm.

For \(\sigma=0.3\), the condition fails at \(p_0\), since \(0.816+0.3>1\) and some first orders are clipped. A direct sum over source points gives \(+0.17\) nm, whereas the formula would give \(-0.61\) nm. Even the sign is wrong, so the formula must not be carried into the clipped regime.

**Comparison with a real tool.** The wavelength and aperture are roughly those of a dry argon-fluoride scanner. The coma of 0.0035 waves rms is an assumed value, not a measurement on a particular lens. Real tools use extended sources. At \(p_0\) the first orders escape clipping only for \(\sigma\le0.18\). For \(\sigma=0.5\) and \(0.7\) the displacement at \(p_0\) is \(+0.87\) and \(+1.12\) nm, and a scan of pitches from 232 to 450 nm finds no null. Other effects, taken one at a time at \(p_0\), have these sizes:

- **Secondary coma.** A term \(C_2(10\rho^5-12\rho^3+3\rho)\cos\theta\) gives \(\Delta x=-C_2(\lambda/\mathrm{NA})(10\rho^4-12\rho^2+3)\). At \(\rho^2=\tfrac23\) the bracket is \(\tfrac{40}{9}-8+3=-\tfrac59\). With \(C_2=0.005\) waves the displacement is \(+0.63\) nm. When both comas are present with the stated signs, the null moves to 264.7 nm.
- **Defocus and source centring.** The first orders travel at 43.9° in air, with cosine 0.720. A defocus \(z=100\) nm gives \(D=2\pi(100/193)(0.720-1)=-0.91\) rad and multiplies the fundamental by 0.61. If the source is also off centre by \(s=0.01\) along \(x\), half the phase difference is \(s\,dD/d\rho\) to first order in \(s\). Since \(D=(2\pi z/\lambda)(\sqrt{1-\mathrm{NA}^2\rho^2}-1)\), the displacement has magnitude \(z\,\mathrm{NA}\,s/0.720=1.18\) nm. With the error sizes assumed here, this is the largest displacement in the list; other sizes could change the order. The value is for a point source and still holds at \(\sigma=0.1\); at \(\sigma=0.3\), with clipped orders, the displacement is about 0.4 nm in the opposite direction. With a centred extended source, defocus also alters the displacement due to primary coma: 100 nm of defocus changes it from \(-0.07\) to \(+0.08\) nm at \(\sigma=0.1\), and from \(+0.17\) to \(+0.89\) nm at \(\sigma=0.3\).
- **Polarisation.** If the electric field lies in the plane of incidence, the fields of the zero and first orders are not parallel. Their interference is reduced by the cosine of the angle between them: 0.72 in air and 0.91 in a resist of rough index 1.7. These factors leave out the different transmission of the orders at the resist surface. Both first orders are reduced equally, so the image is not displaced.

Mask topography, resist chemistry and odd aberrations other than coma are left out. Among the latter, a trefoil term \(C_3\rho^3\cos3\theta\) gives \(\Delta x=-C_3(\lambda/\mathrm{NA})\rho^2\). With \(C_3=0.005\) waves this is \(-0.76\) nm at \(p_0\), similar in size to the effect of secondary coma with the same coefficient. A grating at \(p_0\) is a good position reference against primary coma if the source is centred and small (\(\sigma\) of about 0.1 or less; at \(\sigma=0.18\) the displacement is already \(-0.22\) nm), the image is close to focus, the other odd aberrations are small, and positions are measured in the frame of zero Zernike tilt.

## Table of computed values

```
wavelength: 193.0 nm; NA: 0.85
coma at pupil edge C: 0.0100 waves
coma rms: 0.00354 waves
balancing tilt t for r^3 + t r: -2/3
wavelength/NA: 227.059 nm
mask amplitudes a0, a1: 0.5000, 0.3183
null pitch, formula: 278.0891 nm
null pitch, from images: 278.0891 nm
null pitch from images / (wavelength/NA): 1.22474
first-order pupil radius at null: 0.81650
second-order pupil radius at null: 1.63299
pitch (nm), pupil radius, phase of +1 order (rad), image shift (nm):
  230.00  0.9872  +0.05730  -2.0975
  278.09  0.8165  +0.00000  -0.0000
  340.00  0.6678  -0.02778  +1.5032
  450.00  0.5046  -0.03919  +2.8069
long-pitch limit of shift law: 4.5412 nm
shift change per nm of pitch at null: 0.03266 nm/nm
Neglected effects, at the null pitch:
source radius 0.1: shift -0.0681 nm
source radius 0.1: null moves to 280.198 nm
source radius 0.3 (clipped orders): shift +0.17 nm
secondary coma 0.005 waves: shift +0.6307 nm
with both comas: null moves to 264.687 nm
defocus 100 nm: fundamental times 0.6124
defocus plus source offset 0.01: |shift| 1.1808 nm
first-order angle in air: 43.95 degrees
in-plane polarisation, air: fundamental times 0.7200
same in resist of index 1.7: times 0.9129
```
